\section*{Lead self-energies for singular interlayer hopping by ordered generalized Schur decomposition, part 2}

A semi-infinite lead of layers $n\ge1$, each with $N$ orbitals, Hermitian block $H_0$ and coupling $V=H_{n,n+1}$, possibly singular, is attached to layer 0. Sought is its self-energy $\Sigma$ there at $z=E+i\eta$, in Hartree atomic units. Layer amplitudes $\psi_n$ obey
\begin{equation}
V^\dagger\psi_{n-1}+(H_0-z)\psi_n+V\psi_{n+1}=0,\qquad n\ge1.\label{rec}
\end{equation}
For $\eta>0$, $\psi_1=F\psi_0$ and $\Sigma=VF$, where $F=gV^\dagger$, $\|F\|\le\|V\|/\eta$, and $g$ is the surface block of the lead resolvent:
\begin{equation}
g^{-1}=z-H_0-VF .\label{dyson}
\end{equation}
With $\gamma=\|V\|$ and $x_n=(\psi_{n-1},\psi_n)$, (\ref{rec}) is $Bx_{n+1}=Ax_n$,
\begin{equation}
A=\begin{pmatrix}0&\gamma\\-V^\dagger&z-H_0\end{pmatrix},\qquad B=\begin{pmatrix}\gamma&0\\0&V\end{pmatrix}.
\end{equation}
The roots $\lambda$ of $\det(A-\lambda B)=\gamma^N\det P(\lambda)$, with $P(\lambda)=V^\dagger+\lambda(H_0-z)+\lambda^2V=(\lambda V-g^{-1})(\lambda-F)$, number $N$ inside the unit circle ($\lambda_{\rm in}$) and $N$ outside ($\lambda_{\rm out}=1/\mu$). The Bloch Hamiltonian is $H(k)=H_0+Ve^{ik}+V^\dagger e^{-ik}$.

QZ makes $A,B$ triangular by unitary $Q,Z$, with diagonals $\alpha_j,\beta_j$ and $\lambda=\alpha_j/\beta_j$. The first $N$ columns $Z_1$ of $Z$, ordered to have $|\alpha_j|<|\beta_j|$, have upper and lower halves $Z_{11},Z_{21}$, and
\begin{equation}
F=Z_{21}Z_{11}^{-1},\qquad \Sigma=VZ_{21}Z_{11}^{-1}\label{main}
\end{equation}
\begin{equation}
\|Z_{11}^{-1}\|=\sqrt{1+\|F\|^2},\qquad\|Z_{11}\|\le1 .\label{z11}
\end{equation}
For $\hat F=F+\delta F$ the residual is $R=V^\dagger+(H_0-z)\hat F+V\hat F^2$; to first order
\begin{equation}
L\,\delta F\equiv\delta F-gV\,\delta F\,F=-gR,\qquad \|\delta F\|_F\le\|L^{-1}\|\,\|g\|\,\|R\|_F .\label{stein}
\end{equation}
If $(A+\delta A)\hat W=(B+\delta B)\hat WM$ with $\hat W=\binom{1}{\hat F}$, and $G_1,G_2$ are the halves of $\delta A\,\hat W-\delta B\,\hat WM$,
\begin{equation}
R=G_2-V\hat F G_1/\gamma .\label{res}
\end{equation}
The transfer scheme solves for $X=V^{-1}\begin{pmatrix}-V^\dagger&z-H_0\end{pmatrix}$, then takes a Schur decomposition; each step has backward error at most $O(\varepsilon\kappa\|A\|)$, with machine epsilon $\varepsilon$, $\kappa=\gamma/\sigma_{\min}$ and $\sigma_{\min}$ the smallest singular value of $V$. Entrywise rounding of $X$ does less harm when the right singular vector $v$ of $\sigma_{\min}$ is a basis vector. Decimation eliminates alternate layers using $h=(z-e)^{-1}$, initially $e=H_0$, with $\|h\|\le1/\eta$.

Norms are spectral unless marked F (Frobenius); errors of $\Sigma$ are $\|\hat\Sigma-\Sigma\|_F/\|\Sigma\|_F$. The dimer check has orbitals $A,B$ with energies $\epsilon_A,\epsilon_B$, hopping $t$ joining $B_n$ to $A_{n+1}$, and $\Sigma_{BB}=t^2/(z-\epsilon_A)$.

\section{Real energy}

At $\eta=0$ propagating roots $\lambda=e^{ik}$ sit on the circle and the modulus cannot sort them. A band $E(k)$ with velocity $v=dE/dk\neq0$ (Ha/rad, $k$ per layer) continues to $E(k+q)=E+i\eta$ with $q\simeq i\eta/v$, so
\begin{equation}
\ln|\lambda|\simeq-\eta/v
\end{equation}
to first order in $\eta$. The roots that come from inside are those with $v>0$. The limit of the inner subspace is spanned by the Schur vectors with $|\alpha|<(1-\tau)|\beta|$, for a tolerance $\tau$ ($10^{-7}$ here), and the vectors $(u,\lambda u)$ with $H(k)u=Eu$, $v>0$. First-order perturbation theory in $q$ gives $v=u^\dagger H'u$ with $H'=i(V\lambda-V^\dagger\lambda^*)$; when several modes share $\lambda$, its degenerate form says that the branches are the eigenvectors of $H'$ projected on the eigenspace. These $N$ columns replace $Z_1$ in (\ref{main}).

A conserved current shows when this fails. Multiply (\ref{rec}) by $\psi_n^\dagger$; the middle term is real at real $E$, so ${\rm Im}\,\psi_n^\dagger V\psi_{n+1}={\rm Im}\,\psi_{n-1}^\dagger V\psi_n$, and $J=i(\psi_{n-1}^\dagger V\psi_n-\psi_n^\dagger V^\dagger\psi_{n-1})$ does not depend on $n$. At $n=1$, $J=\psi_0^\dagger\Gamma\psi_0$ with $\Gamma=i(\Sigma-\Sigma^\dagger)$. At large $n$ the evanescent part has gone, cross terms between different $\lambda$ would oscillate in $n$ and must vanish, and those at equal $\lambda$ were diagonalized away, so $J=\sum_jv_j|a_j|^2$ over outgoing amplitudes $a_j$. Hence $\Gamma\ge0$, with rank equal to the number of channels. If the upper block is singular, a solution has $\psi_0=0$, so $J=0$, all $a_j=0$, and it is a surface bound state at $E$, a pole of $g$. The scheme is also unreliable at a flat band, where $\det P\equiv0$ and the pencil is singular, and at $v=0$, where rounding decides how a mode is sorted. Where opposite movers share $\lambda$, $1-\lambda_{\rm in}\mu\simeq\eta(1/|v_+|+1/|v_-|)\to0$: a perturbation that couples them opens a gap, and grouping roots within $\tau$ amounts to treating the crossing as ungapped.

The algorithm is: build $A,B$; run QZ ordered by $|\alpha|<|\beta|$ and verify the count $N$; at real $E$ use the velocity rule; solve $FZ_{11}=Z_{21}$; form $\Sigma=VF$. The cost is $O(N^3)$.

\section{A flux ladder}

The model is a two-leg ladder with round parameters: leg hopping $t_1=0.1$, rung hopping $t_\perp=0.05$, on-site energies $\pm0.02$ Ha, flux $\phi=\pi/3$ per plaquette, and a second-neighbour leg hopping $t_2$. Two rungs form a layer, $N=4$:
\begin{equation}
H_0=\begin{pmatrix}h_r&L_1\\L_1^\dagger&h_r\end{pmatrix},\quad V=\begin{pmatrix}L_2&0\\L_1&L_2\end{pmatrix},\quad h_r=\begin{pmatrix}0.02&-t_\perp\\-t_\perp&-0.02\end{pmatrix},
\end{equation}
with $L_m=-t_m\,{\rm diag}(e^{im\phi/2},e^{-im\phi/2})$. For each leg $V$ is a $2\times2$ triangle with $\sigma_+\sigma_-=|\det|=t_2^2$ and $\sigma_+^2+\sigma_-^2=t_1^2+2t_2^2$. Thus $\sigma_+-\sigma_-=t_1$, $\sigma_++\sigma_-=\sqrt{t_1^2+4t_2^2}$, and $\kappa=\sigma_+^2/t_2^2\simeq(t_1/t_2)^2$.

At $t_2=0$ the rank is 2 and the solve for $X$ stops at a zero pivot. In a rotated basis rounding can hide that zero; the solve then goes through, but its result is meaningless. At $z=0.15+0.001i$ Ha, QZ finds two zero and two infinite roots, an evanescent pair ($|\lambda|=0.472$ inside, $|1/\lambda|=0.473$ outside) and a nearly propagating pair. The real-energy modes have $v=+0.080484$ and $-0.066474$ Ha/rad, so $-\eta/v=-0.012425$ and $+0.015043$; the exponentials $e^{-0.012425}=0.98765$ and $e^{-0.015043}=0.98507$ match the computed moduli of $\lambda_{\rm in}$ and $1/\lambda_{\rm out}$. $V$ has nonzero rows on the second rung alone (orbitals 3, 4), where
\begin{equation}
\Sigma=\begin{pmatrix}0.0476-0.0671i&-0.0598+0.0619i\\0.0196+0.0095i&0.0583-0.0440i\end{pmatrix}{\rm Ha},
\end{equation}
so $\Sigma_{33}=1.294-1.825i$ eV and $\Sigma_{44}=1.586-1.196i$ eV. It differs by $2.1\times10^{-15}$ from a direct solve of 3000 layers and by $3.8\times10^{-16}$ from 32-digit decimation, with backward error $2.7\,\varepsilon\|A\|_F$. From $\|F\|=1.8779$, (\ref{z11}) gives $\sqrt{1+3.5265}=2.128$, as computed, while the bound $\|V\|/\eta=100$ is far from reached.

At real $E$ the entries of $\Sigma(E+i0)$, listed in the check output, give $\Gamma_{33}=2(0.067333)=0.134666$, $\Gamma_{44}=0.088044$ and
\begin{equation}
\Gamma_{34}=i(\Sigma_{34}-\Sigma_{43}^*)=i(-0.081037+0.072729i)\ {\rm Ha}.
\end{equation}
Then $|\Gamma_{34}|^2=0.006567+0.005290=0.011857=\Gamma_{33}\Gamma_{44}$, so the rank is one and the eigenvalue is the trace, $0.22271$ Ha; a band scan finds one channel. The result differs by $3.4\times10^{-10}$ from $2\Sigma(E+i\eta)-\Sigma(E+2i\eta)$ at $\eta=10^{-6}$ Ha. Taylor expansion leaves that combination a remainder $\eta^2\Sigma''$, which is conjectured to be the source of the difference. At $\phi=0$ the ladder splits into chains with on-site energies $e_\pm=\pm\sqrt{0.02^2+0.05^2}=\pm0.053852$ Ha and bands $e_\pm-2t_1\cos(k/2)$ before folding. At $E=e_+$, $k=\pm\pi$ share $\lambda=-1$ with $v=t_1\sin(k/2)=\pm0.1$. The velocity rule matches the retarded root of $t_1^2g^2-(E-e_\pm)g+1=0$, which is (\ref{dyson}) for a chain, to $7.1\times10^{-16}$.

For $t_2>0$ each double-precision matrix pair, rotated by a random unitary, is compared with its own 32-digit decimation, a reference for the model matrices free of double-precision rounding. Errors are geometric means over four bases.
\begin{center}
\begin{tabular}{cccc}
$\kappa$&QZ&transfer&decimation\\
$10^{2}$&$1.4\times10^{-15}$&$3.0\times10^{-14}$&$3.5\times10^{-14}$\\
$10^{4}$&$1.5\times10^{-15}$&$3.0\times10^{-12}$&$4.2\times10^{-14}$\\
$10^{6}$&$1.6\times10^{-15}$&$2.4\times10^{-10}$&$6.0\times10^{-14}$\\
$10^{8}$&$1.3\times10^{-15}$&$3.1\times10^{-8}$&$5.8\times10^{-14}$\\
$10^{10}$&$1.2\times10^{-15}$&$2.2\times10^{-6}$&$6.6\times10^{-14}$
\end{tabular}
\end{center}
The fitted slope of $\ln({\rm error})$ against $\ln\kappa$ for $\kappa\ge10^4$ is $0.985$, and at the largest $\kappa$ the error is $0.98\,\varepsilon\kappa$. Meanwhile $\|L^{-1}\|$ goes from $4.10$ to $3.3456$, its value at $t_2=0$, so the problem is not getting harder. In units of $\varepsilon\kappa\|A\|_F$ the backward error of the solve is $0.17$ to $0.25$ and that of the Schur step $1.0$ to $1.3$; the Schur step is the larger here. In one basis at $\kappa\approx10^8$, $\|R\|_F/\|V\|_F=2.81\times10^{-8}$ against $\varepsilon\kappa=2.2\times10^{-8}$, and $1.5\times10^{-15}$ for QZ. Solving (\ref{stein}) predicts $\delta F$ to a relative $3.4\times10^{-8}$, with $\|\delta F\|_F=6.72\times10^{-8}$. With $\|V\|_F\approx\sqrt2\,t_1$ and $\|g\|\approx28.0$ Ha$^{-1}$ taken from $t_2=0$, the inequality allows $3.35\times28.0\times3.97\times10^{-9}=3.7\times10^{-7}$.

The site basis gives less relief than the rounding argument for $X$ might suggest. There each leg supplies its own $v$, nearly a basis vector, yet the transfer error runs from $1.3\times10^{-14}$ to $2.6\times10^{-7}$, below the random-basis mean by an irregular factor between about 2 and 19. That the Schur step, whose rotations mix the large rows with the rest, carries the growth is a conjecture. Decimation stays between $3.5$ and $6.6\times10^{-14}$, and is $6.4\times10^{-14}$ at $t_2=0$, with no power-law growth in $\kappa$ but 25 to 55 times above QZ in the table and about 170 times above it at $t_2=0$; a large $\|h\|$ is the conjectured cause. These factors belong to this energy: $H_0$, which does not depend on $t_2$, has an eigenvalue $0.14980$ Ha, only $2.0\times10^{-4}$ Ha below $E$, so the first step has $\|h\|=980$ Ha$^{-1}$, close to the bound $1/\eta$. At energies away from the levels of the decimated segments the gap to QZ can close. The numerical check whose output follows asserts the determinant identity, the root count, the factorization, the equality in (\ref{z11}), the linear equation in (\ref{stein}), (\ref{res}), the velocity rule and a slope between $0.75$ and $1.25$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
eps = 2.220e-16; 1 Ha = 27.211386 eV
random N=5 rank-2 lead: zero roots 3, infinite roots 3, rel err vs 1000 layers 1.5e-15
dimer: eA=0.02 eB=-0.03 t=0.1 z=+0.150000+0.001000i Ha; lambda=0 algebraic 2, geometric 1
dimer: min singular value of eigenvectors 1.2e-08; QZ rel err 2.5e-16
dimer: QZ Sigma_BB = +0.076919-0.000592i Ha
zero flux, E=0.053852 Ha: v at lambda=-1 -0.1000,+0.1000 Ha/rad; rel err 7.1e-16
ladder: t1=0.1 tperp=0.05 onsite=+-0.02 E=0.15 eta=0.001 Ha, flux=1.047198 rad, t2=0
rank V = 2; transfer matrix construction fails: True
  inside lambda +0.000000+0.000000i |.|=0.000000 ; outside 1/lambda -0.000000-0.000000i |.|=0.000000
  inside lambda +0.000000+0.000000i |.|=0.000000 ; outside 1/lambda -0.000000-0.000000i |.|=0.000000
  inside lambda +0.459793+0.107316i |.|=0.472151 ; outside 1/lambda +0.458461-0.117941i |.|=0.473388
  inside lambda -0.959558-0.233892i |.|=0.987652 ; outside 1/lambda -0.740466-0.649671i |.|=0.985070
  Sigma[3,3](E+i eta) = +0.047570-0.067081i Ha = +1.294450-1.825354i eV
  Sigma[3,4](E+i eta) = -0.059784+0.061921i Ha = -1.626806+1.684947i eV
  Sigma[4,3](E+i eta) = +0.019573+0.009546i Ha = +0.532602+0.259763i eV
  Sigma[4,4](E+i eta) = +0.058284-0.043964i Ha = +1.585985-1.196331i eV
||F||=1.8779, ||Z11^-1||=2.1275, ||g||=28.022 1/Ha, ||L^-1||=3.3456
QZ rel err: vs 3000 layers 2.1e-15, vs 32-digit 3.8e-16; backward/eps 2.7
double decimation rel err at t2=0: 6.4e-14
real E mode: k=-2.902478 rad, v=+0.080484 Ha/rad, -eta/v=-0.012425, ln|lambda(z)|=-0.012425
real E mode: k=+2.421359 rad, v=-0.066474 Ha/rad, -eta/v=+0.015043, ln|lambda(z)|=+0.015043
  Sigma[3,3](E+i0) = +0.047629-0.067333i Ha = +1.296043-1.832219i eV
  Sigma[3,4](E+i0) = -0.061380+0.063091i Ha = -1.670224+1.716797i eV
  Sigma[4,3](E+i0) = +0.019657+0.009638i Ha = +0.534885+0.262268i eV
  Sigma[4,4](E+i0) = +0.058430-0.044022i Ha = +1.589961-1.197892i eV
channels by band scan 1; largest Gamma eigenvalues 0.222709, 1.4e-17 Ha
real-E rel err vs eta->0 extrapolation 3.4e-10
scan (4 random bases, geometric means; errors relative, Frobenius)
t2/Ha kappa | QZ transfer decim | site-basis QZ transfer | solve,Schur back/(eps kappa) | ||L^-1||
1e-02 1.02e+02 | 1.4e-15 3.0e-14 3.5e-14 | 2.4e-15 1.3e-14 | 0.17 1.34 | 4.0977
1e-03 1.00e+04 | 1.5e-15 3.0e-12 4.2e-14 | 7.5e-16 1.6e-13 | 0.17 1.22 | 3.3949
1e-04 1.00e+06 | 1.6e-15 2.4e-10 6.0e-14 | 1.0e-15 4.5e-11 | 0.23 1.28 | 3.3502
1e-05 1.00e+08 | 1.3e-15 3.1e-08 5.8e-14 | 9.5e-16 1.0e-08 | 0.25 1.08 | 3.3460
1e-06 1.00e+10 | 1.2e-15 2.2e-06 6.6e-14 | 1.1e-15 2.6e-07 | 0.21 1.04 | 3.3456
slope d ln(err transfer)/d ln(kappa), kappa>=1e4: 0.985
transfer err/(eps kappa) at largest kappa: 0.98
kappa~1e8: ||R||/||V|| transfer 2.81e-08, QZ 1.5e-15
kappa~1e8: ||dF|| predicted 6.7216e-08, actual 6.7216e-08, rel diff 3.4e-08
\end{verbatim}
